# Photon Counts, Shot Noise and Rare Failures at 13.5 and 193 nm

**Question.** Two resist films receive the same energy per unit area, one from light of wavelength 13.5 nm and the other from light of wavelength 193 nm. How do the numbers of photons compare, and how does the difference scale through to the noise of the exposure and to the rare places where the exposure fails?

**Answer.**

## The photon count

Let $D$ be the dose, meaning the energy per unit area arriving at the resist surface within the intended wavelength band. A photon of vacuum wavelength $\lambda$ has frequency $c/\lambda$ and energy $E=hc/\lambda$. An area $A$ receives the energy $DA$, so the mean number of photons arriving on it is

$$N=\frac{DA}{E}=\frac{DA\lambda}{hc}.$$

At equal $D$ and $A$ everything except the wavelength cancels in the ratio:

$$\frac{N_{193}}{N_{13.5}}=\frac{193}{13.5}=14.3.$$

The 13.5 nm exposure delivers 14.3 times fewer photons, in the sense of $1/14.3$ of the number. The ratio depends on neither dose nor area. With the more precise value 193.4 nm for the argon fluoride (ArF) laser it becomes 14.33.

The wavelength here is the vacuum one, even when water fills the gap between lens and wafer. The field components along a water surface at rest must match on its two sides at every instant, so the fields there oscillate at the same frequency. The wavelength shrinks in water, but the photon energy does not change.

Take 30 mJ/cm² for both exposures. Since 1 cm² is $10^{14}$ nm² and 1 eV is $1.6022\times10^{-19}$ J, this dose is

$$\frac{0.030}{(1.6022\times10^{-19})(10^{14})}\approx1872\ \text{eV/nm}^2 .$$

The photon energies are 91.84 eV at 13.5 nm (extreme ultraviolet, EUV) and 6.424 eV at 193 nm. Division gives 20.39 and 291.5 photons per nm². A patch 5 nm on a side has an area of 25 nm² and receives on average 510 EUV photons or 7287 ArF photons.

A real source has a finite bandwidth. Write the photon energy as $E_0(1+x)$, where $x$ has zero mean and variance $s^2\ll1$ when weighted by energy. The count is proportional to the mean of $1/E$, and

$$\left\langle\frac{1}{1+x}\right\rangle\approx\langle1-x+x^2\rangle=1+s^2 .$$

For a Gaussian band with a full width at half maximum of 2 %, $s=0.02/2.355=0.0085$. The EUV count then rises by 0.0072 %, which is negligible here.

## From count to shot noise

Suppose that $M$ photons land independently and uniformly on a large field, and that the patch is a fraction $p$ of it. Each photon contributes 1 to the patch count with probability $p$ and 0 otherwise. One such contribution has variance $p-p^2$, and variances of independent contributions add, so

$$\text{mean}=Mp=N,\qquad \text{variance}=Mp(1-p)\approx N\quad(p\ll1).$$

In this limit the counts follow the Poisson distribution. The standard deviation is $\sqrt N$, and relative to the mean it is

$$\frac{\sqrt N}{N}=\frac1{\sqrt N}=\sqrt{\frac{hc}{DA\lambda}} .$$

The relative noise is therefore inversely proportional to the square root of the dose and to the patch side. For the 5 nm patch it is 4.43 % at 13.5 nm and 1.17 % at 193 nm. The ratio is $\sqrt{14.3}=3.78$, smaller than the photon ratio because of the square root.

A simulation threw photons at random on a field of 200 × 200 cells, each 1 nm², with the mean counts found above. It gave a noise ratio of 3.73, and the test required agreement with 3.78 within 3 %. A standard deviation estimated from $n$ cells has a relative error of about $1/\sqrt{2n}$, here 0.35 %, so the ratio of two has an error of about 0.5 %. This run is 1.3 % low, between two and three standard errors. It supports the square-root law at the level of a few per cent and no more finely.

To bring the EUV photon count up to the ArF count on the same patch, the dose must rise by the full factor of 14.3, from 30 to 429 mJ/cm².

A different comparison lets the patch shrink with the wavelength, as the finest printable feature does at fixed numerical aperture and fixed process difficulty. Then $A\propto\lambda^2$ and $N\propto D\lambda^3$, so the count ratio at equal dose would be $14.3^3$, about 2900. EUV lenses have a smaller numerical aperture than immersion lenses, so actual features shrink less than this. In what follows the patch area is held fixed.

## What the resist absorbs

A photon that passes through the film is taken to expose nothing. If a thin layer $dz$ absorbs a fraction $\alpha\,dz$ of the photons reaching it, the surviving number obeys $dN/dz=-\alpha N$ and decays as $e^{-\alpha z}$. A film of thickness $t$ absorbs the fraction

$$a=1-e^{-\alpha t}.$$

Random absorption keeps the count Poisson. To see this, let $n$ photons arrive and $k$ be absorbed, and set $m=n-k$:

$$\begin{aligned}
P(k)&=\sum_{n\ge k}\frac{e^{-N}N^n}{n!}\,\frac{n!}{k!\,(n-k)!}\,a^k(1-a)^{n-k}\\
&=\frac{e^{-N}(aN)^k}{k!}\sum_{m\ge0}\frac{[(1-a)N]^m}{m!}
=\frac{e^{-aN}(aN)^k}{k!}.
\end{aligned}$$

The last sum is $e^{(1-a)N}$, which turns $e^{-N}$ into $e^{-aN}$. The absorbed count is thus Poisson with mean $\mu=aN$.

Rough values for chemically amplified resists are $\alpha=5$ /µm with a 40 nm film for EUV, and $\alpha=1.5$ /µm with a 100 nm film for ArF. Then $\alpha t$ is 0.20 and 0.15, and the absorbed fractions are 0.181 and 0.139. The mean absorbed counts are

$$\mu_{\rm EUV}=0.181\times510\approx92,\qquad \mu_{\rm ArF}=0.1393\times7287\approx1015 .$$

Their ratio is 11.0, below 14.3 because this EUV film captures a larger share of its light. The shot noise of the absorbed photons is 10.4 % and 3.14 %. If the two films absorbed equal energy, and not merely received it, the ratio of absorbed photons would return to 14.3.

## From noise to rare failures

Suppose that a patch fails when it absorbs at most $k=f\mu$ photons, with $f$ below 1. The failure probability is a sum of Poisson terms:

$$P_{\rm fail}=P(k)+P(k-1)+P(k-2)+\dots$$

Moving $j$ places down from $k$ multiplies the term by

$$\frac{P(k-j)}{P(k)}=\frac{k(k-1)\cdots(k-j+1)}{\mu^j}\approx f^j ,$$

which is accurate while $j^2\ll k$. When $k(1-f)^2\gg1$, the terms that matter lie in this range, and the geometric series sums to $1/(1-f)$. For the largest term, Stirling's formula $k!\approx\sqrt{2\pi k}\,k^ke^{-k}$ gives

$$P(k)=\frac{e^{-\mu}\mu^k}{k!}\approx\frac{e^{-\mu+k-k\ln(k/\mu)}}{\sqrt{2\pi k}} .$$

Putting $k=f\mu$ in the exponent and including the geometric sum,

$$P_{\rm fail}\approx\frac{e^{-\mu I(f)}}{(1-f)\sqrt{2\pi k}},\qquad I(f)=1-f+f\ln f .$$

The mean count stands in the exponent. At fixed $f$, a change of wavelength that divides $\mu$ by some factor also divides the exponent by that factor.

Let the patch fail at half its mean count or less. For EUV the largest whole number allowed is $k=46$, so $f=46/92.39=0.498$ and

$$\mu I=92.39\,(1-0.498-0.347)\approx14.3 .$$

The denominator is $0.502\sqrt{2\pi\times46}\approx8.5$, and the estimate is $7.1\times10^{-8}$. Direct summation of the Poisson terms gives $7.0\times10^{-8}$. Among $10^{10}$ such patches the expected number of failures is about 700. Expected values add whether or not the patches are independent, so this step needs no further assumption.

For ArF, $k=507$ and the exponent is 156. The summed probability is about $10^{-69}$. This number is no forecast of reliability, since other causes of failure, left out here, can be expected to outweigh it. It says that photon counting alone, in this model, makes no practical contribution to such failures at 193 nm. A factor of 11 in absorbed photons has become a factor of about $10^{62}$ in failure probability.

The Gaussian approximation does poorly this far from the mean. With $\delta=1-f$, expansion of the logarithm gives

$$I=\delta+(1-\delta)\ln(1-\delta)=\frac{\delta^2}{2}+\frac{\delta^3}{6}+\dots$$

A Gaussian of variance $\mu$ keeps the first term. For the EUV patch that term gives an exponent of $92.39\times0.5021^2/2\approx11.65$ instead of 14.31, which by itself would raise the probability by a factor of about $e^{2.66}\approx14$. The full Gaussian tail, with the usual half-count correction, is $9.0\times10^{-7}$, some 13 times the summed value.

The effect of dose depends on what is held fixed. If a less sensitive resist is used, so that the failure limit rises in proportion to the dose, $f$ stays constant. A dose 10 % higher then adds 1.4 to the EUV exponent and lowers the failure probability about fourfold, if the rounding of the limit to a whole number is ignored. With the limit rounded down to $k=50$, from half the new mean of 101.6, the drop is nearly sevenfold. If instead the limit stays at $k=46$ photons, the exponent $\mu-k+k\ln(k/\mu)$ grows by

$$0.1\times92.39-46\ln1.1\approx4.9,$$

and the probability drops by more than a factor of 100. That second route overexposes the pattern and changes the printed size, so it is not free.

## Acids instead of photons

In a chemically amplified resist the absorbed light produces acid molecules, and these drive the later reaction. Let each absorbed photon produce a random number $q$ of acids, independently of the others. For a given number $n$ of absorbed photons, the acid count has mean $n\langle q\rangle$ and variance $n(\langle q^2\rangle-\langle q\rangle^2)$. The total variance is the mean of this variance plus the variance of this mean. Since $n$ has both mean and variance $\mu$,

$$\text{variance}=\mu\left(\langle q^2\rangle-\langle q\rangle^2\right)+\mu\langle q\rangle^2=\mu\langle q^2\rangle .$$

Division by the squared mean $\mu^2\langle q\rangle^2$ gives

$$(\text{relative noise})^2=\frac{\langle q^2\rangle}{\mu\langle q\rangle^2}\ \ge\ \frac1\mu ,$$

because $\langle q^2\rangle$ is never less than $\langle q\rangle^2$. Under these assumptions, making more acids per photon cannot push the noise below that of the absorbed photons.

An EUV photon releases electrons that can create several acids. Take a Poisson yield with a rough mean of 3. Then $\langle q^2\rangle=3+9=12$, and the squared noise is $12/(9\mu)=1.33/\mu$. A 193 nm photon makes at most one acid in this model, with a rough probability $\eta=0.3$. Then $\langle q^2\rangle=\langle q\rangle=\eta$, and the squared noise is $1/(\eta\mu)$.

The mean acid counts come out close together: 277 for EUV and 305 for ArF. The noise is nevertheless 12 % against 5.7 %, a ratio of 2.1. EUV acids arrive in bunches, and the variance divided by the mean, $\langle q^2\rangle/\langle q\rangle$, is 4 for EUV and 1 for ArF. Bunching accounts for a factor $\sqrt4=2$ in the noise, and the slightly lower EUV mean supplies the rest.

If failure is now defined as at most half the mean number of *acids*, the EUV probability is $1.4\times10^{-6}$, about 20 times the value for the photon threshold. The ArF probability rises to about $10^{-22}$. In this model the large contrast between the wavelengths survives, but the absolute numbers depend strongly on the chemistry.

Independent yields require an ample supply of the molecules that generate the acid, and the numbers used here strain that assumption. The EUV column holds $5\times5\times40=1000$ nm³, so 277 acids means 0.28 per nm³. A loading of 10 % by weight of a generator of molar mass about 560 g/mol, in a film of density 1.2 g/cm³, supplies only about 0.13 molecules per nm³: some 130 in the EUV column and some 320 in the 2500 nm³ ArF column. When the supply runs low, later photons find fewer molecules to convert and the mean count falls below $\mu\langle q\rangle$. The acid count then responds weakly to the photon count, so its relative noise can lie below $1/\sqrt\mu$, while the random number of generator molecules in the patch adds noise of its own. The acid figures above describe the undepleted limit only.

## Laser speckle

Photon arrivals are independent for a given light intensity, but the intensity itself can fluctuate. Let the delivered energy vary with relative standard deviation $C$, uniformly over the small patch. The same rule of total variance gives

$$\text{variance}=N+N^2C^2,\qquad(\text{relative noise})^2=\frac1N+C^2 .$$

At fixed $C$ the second term, unlike shot noise, does not shrink as the photon count grows.

For polarized light made of many independent emissions, intensities at times $t$ and $t'$ have relative covariance $|g(t-t')|^2$, where $g$ is the normalized field correlation. Averaging over a pulse of length $T$ much longer than the coherence time $\tau_c=\int|g|^2dt$ gives a relative variance $\tau_c/T$. Averaging over $m$ independent pulses divides it by $m$, so $C^2=\tau_c/(mT)$. For a Gaussian spectrum of full width $\Delta\nu$ at half maximum, $\tau_c=0.664/\Delta\nu$.

As rough ArF values take a bandwidth of 0.3 pm, an effective pulse length of 100 ns and 50 pulses. Then $\Delta\nu=c\,\Delta\lambda/\lambda^2\approx2.4\times10^9$ Hz, $\tau_c\approx0.28$ ns and $C\approx0.74\,\%$. The incident noise at 193 nm rises from 1.17 % to $\sqrt{1.17^2+0.74^2}\approx1.4\,\%$. For EUV, the 2 % bandwidth and even a single 50 ns pulse give $C=0.017\,\%$, far below its shot noise. With these values the ratio of incident noise falls from 3.78 to 3.19, while the ratio of photon counts stays at 14.3. This estimate treats the light at the patch as a single spatial mode and counts only its fluctuation in time; the spatial coherence of a real source and illuminator also affects $C$ and is not estimated here.

## Beside real exposures

The example is meant to resemble immersion ArF and EUV lithography, with a dose of some tens of mJ/cm². Equal dose and equal patch area are choices made for the comparison; the two tools usually print features of different size. The absorbed fractions assume a single pass at normal incidence without reflection. Oblique light changes them. At the pupil edge of an immersion lens of numerical aperture 1.35, with refractive indices 1.44 for water and 1.70 for resist, 12 % of the light polarized perpendicular to the plane of incidence is reflected, against 0.69 % at normal incidence. The longer path in the film more than makes up for this, and the ArF absorbed fraction rises from 0.139 to 0.192. For EUV at numerical aperture 0.33 it rises from 0.181 to 0.191. For this polarization the absorbed-photon ratio at the two pupil edges is then about 14.4 instead of 11.0. ArF light polarized parallel to the plane of incidence loses only about 4 % to reflection, its absorbed fraction is 0.210, and the ratio becomes about 15.8.

Real resists do not have a sharp photon threshold on an isolated 5 nm patch. Moving the threshold to acids already changed the EUV failure probability twentyfold. The electrons released by EUV photons can travel a few nanometres and make acids outside the patch that absorbed the photon. This spread, acid diffusion, development and uneven resist composition are not included, and their effect on the probability is not estimated here. The failure probabilities therefore show how sensitive rare events are to photon number, and they do not predict the yield of a factory. The incident ratio of 14.3 needs none of this chemistry: it rests on equal in-band energy and on the photon energy $hc/\lambda$.

## Numbers as computed

```
Dose, both wavelengths: 30 mJ/cm2
Patch side: 5 nm
EUV wavelength: 13.5 nm
EUV photon energy: 91.84 eV
EUV incident photons per nm2: 20.39
EUV incident photons per patch: 509.7
EUV incident shot noise: 4.43 %
EUV alpha (rough): 5 1/um
EUV resist thickness (rough): 40 nm
EUV absorbed fraction: 0.181
EUV absorbed photons per patch: 92.39
EUV absorbed shot noise: 10.4 %
EUV failure limit k: 46 photons
EUV tail exponent: 14.31
EUV log10 failure, exact sum: -7.156
EUV log10 failure, estimate: -7.147
ArF wavelength: 193 nm
ArF photon energy: 6.424 eV
ArF incident photons per nm2: 291.5
ArF incident photons per patch: 7287
ArF incident shot noise: 1.17 %
ArF alpha (rough): 1.5 1/um
ArF resist thickness (rough): 100 nm
ArF absorbed fraction: 0.139
ArF absorbed photons per patch: 1015
ArF absorbed shot noise: 3.14 %
ArF failure limit k: 507 photons
ArF tail exponent: 156.1
ArF log10 failure, exact sum: -69.24
ArF log10 failure, estimate: -69.23
Incident photon ratio ArF/EUV: 14.3
Incident noise ratio EUV/ArF: 3.78
Same noise ratio, simulated: 3.73
Absorbed photon ratio ArF/EUV: 11
EUV dose for equal incident count: 429 mJ/cm2
EUV failure probability: 6.98e-08
EUV failures in 1e10 patches: 698
EUV failure, Gaussian tail: 9.01e-07
Ratio with ArF at 193.4 nm: 14.33
EUV count shift, 2% bandwidth: 0.0072 %
EUV acids per absorbed photon (rough): 3
EUV mean acids per patch: 277
EUV acid noise: 12 %
EUV speckle contrast: 0.017 %
ArF acids per absorbed photon (rough): 0.3
ArF mean acids per patch: 305
ArF acid noise: 5.73 %
ArF speckle contrast: 0.74 %
Acid noise ratio EUV/ArF: 2.1
EUV failure, acid threshold: 1.42e-06
ArF log10 failure, acid threshold: -21.6
Incident noise ratio with speckle: 3.19
ArF reflection, normal: 0.69 %
ArF reflection, pupil edge, s-pol: 12 %
ArF absorbed fraction, pupil edge: 0.192
EUV absorbed fraction, pupil edge: 0.191
```
